# Bisection for the Fermi Level of an Oxide with Charged Defects

## The decision in the calculation

A defect calculation for an oxide supplies formation energies that depend on the Fermi level, but the Fermi level is itself fixed by the charged defects and carriers that those energies produce. Before writing the solver one must decide whether a single root search is enough, or whether the energy range must be scanned for several neutral solutions. One must also decide whether the oxygen chemical potential may be updated inside the search. Both decisions depend on whether the net charge is a monotonic function of the Fermi level.

At fixed chemical potentials it is, for independent defect sites and independent electrons. One bracketed search then suffices, and its error is bounded in advance. If the oxygen chemical potential moves during the search, the guarantee is no longer automatic: it depends on the rule by which the potential is updated.

## The net charge

Let $\mu$ be the Fermi level measured from the valence-band edge, $E_g$ the gap and $\beta=1/(kT)$. Energies are in eV and densities in cm$^{-3}$, the natural units for this problem. The net charge density $Q$ is counted in positive elementary charges per cm$^3$.

A defect of charge $q$ has given $q$ electrons to the electron reservoir, which adds $q\mu$ to its energy. Let $\Delta$ be the oxygen chemical potential relative to half the ground-state energy of an O$_2$ molecule, and let $a$ be the number of oxygen atoms removed from the crystal: $a=+1$ for a vacancy and $a=-1$ for an interstitial. State $i$ of a site has the energy

$$
\mathcal E_i=E_i+a_i\Delta+q_i\mu .
$$

With degeneracy $g_i$, its weight and probability are

$$
w_i=g_i e^{-\beta\mathcal E_i},\qquad P_i=\frac{w_i}{\sum_j w_j}. \tag{1}
$$

For an equilibrium defect, the sum includes the perfect-host state, with $q=a=0$ and weight 1. A site therefore cannot hold more than one defect. A quenched dopant has no host state in its sum: it can change its charge, but its total density is fixed.

The conduction band is parabolic, with mass $m_e$ and energy $\varepsilon$ above its edge:

$$
n=\frac{1}{2\pi^2}\left(\frac{2m_e}{\hbar^2}\right)^{3/2}
\int_0^\infty\frac{\sqrt{\varepsilon}\,d\varepsilon}{1+e^{\beta(\varepsilon+E_g-\mu)}} .
$$

Put $\varepsilon=kT\,x$ and $\eta=\beta(\mu-E_g)$. The prefactor becomes

$$
\frac{1}{2\pi^2}\left(\frac{2m_ekT}{\hbar^2}\right)^{3/2}
=\frac{(4\pi)^{3/2}}{2\pi^2}\left(\frac{m_ekT}{2\pi\hbar^2}\right)^{3/2}
=\frac{2}{\sqrt\pi}N_c,\qquad
N_c=2\left(\frac{m_ekT}{2\pi\hbar^2}\right)^{3/2},
$$

so that

$$
n=\frac{2N_c}{\sqrt\pi}\int_0^\infty\frac{\sqrt{x}\,dx}{1+e^{x-\eta}}
=\frac{2N_c}{\sqrt\pi}\int_0^\infty\frac{2t^2\,dt}{1+e^{t^2-\eta}} .
$$

The last form, with $x=t^2$, removes the square-root singularity at the band edge and suits a uniform grid in $t$. The hole density $p$ follows by replacing $m_e$ with $m_h$, $N_c$ with $N_v$ and $\eta$ with $-\beta\mu$. With $N_s$ sites of class $s$,

$$
Q(\mu)=p-n+\sum_sN_s\langle q\rangle_s,\qquad
\langle q\rangle_s=\sum_{i\in s}P_iq_i. \tag{2}
$$

## Why the charge decreases

Hold $T$, $\Delta$, the $E_i$, the band edges and the dopant totals fixed. From (1), $dw_i/d\mu=-\beta q_iw_i$. The quotient rule gives

$$
\frac{dP_i}{d\mu}
=\frac{-\beta q_iw_i}{\sum_jw_j}
+\frac{w_i\,\beta\sum_jq_jw_j}{(\sum_jw_j)^2}
=-\beta P_i\left(q_i-\langle q\rangle\right).
$$

Multiplying by $q_i$ and summing,

$$
\frac{d\langle q\rangle}{d\mu}
=-\beta\left(\langle q^2\rangle-\langle q\rangle^2\right)
=-\beta\,\mathrm{Var}(q)\le0 .
$$

For the bands, the occupation $f=1/(1+e^{\beta(E-\mu)})$ obeys $df/d\mu=\beta f(1-f)$. Raising $\mu$ increases $n$ and reduces $p$, and both changes lower $Q$. With $g_c$ and $g_v$ the band densities of states,

$$
\frac{dQ}{d\mu}=-\beta\left[\int(g_c+g_v)f(1-f)\,dE+\sum_sN_s\mathrm{Var}_s(q)\right]<0. \tag{3}
$$

The inequality is strict because $0<f<1$ at any finite temperature. Defects of either sign can only steepen the fall.

In the dilute limit (3) takes a simpler form. Let $\theta$ be the fraction of sites of one class that hold a defect. Since $q=0$ on host sites, the Cauchy–Schwarz inequality gives $\langle q\rangle^2\le\theta\langle q^2\rangle$. Replacing $N_s\mathrm{Var}_s(q)$ by $\sum_q q^2c_q$, where $c_q$ is the density in charge state $q$, thus overestimates it by at most a fraction $\theta$ of $\sum_q q^2c_q$. A doubly charged defect counts four times in the slope, although only twice in the charge.

A test that does not use the factorized averages enumerates all joint configurations of a small system: two vacancy sites, one interstitial site, one acceptor and four band levels. At $kT=0.5$ eV the finite-difference slope of the enumerated mean charge is $-2.734495$ e/eV, and the variance law gives the same printed value.

## Existence of the root

Monotonicity allows at most one root. Existence needs both signs of $Q$. The defect term in (2) is bounded, because each site has a finite largest charge. The carriers are not bounded. For $\mu>E_g$, every conduction state with $\varepsilon<\mu-E_g$ is at least half occupied, so

$$
n\ge\frac12\,\frac{1}{2\pi^2}\left(\frac{2m_e}{\hbar^2}\right)^{3/2}
\int_0^{\mu-E_g}\sqrt\varepsilon\,d\varepsilon
\;\propto\;(\mu-E_g)^{3/2}.
$$

Hence $n\to\infty$ and $p\to0$ as $\mu\to\infty$, which makes $Q$ negative. The mirrored argument makes $Q$ positive as $\mu\to-\infty$. Since $Q$ is continuous, there is exactly one root $\mu^*$.

This argument uses bands without an upper or lower limit. In a model with a finite number of band states, fixed dopants could exceed the charge that the bands can supply, and the signs at the two ends must then be checked.

The root need not lie in the gap. Take $10^{21}$ cm$^{-3}$ fully ionized donors and no other defects, with the bands of the example below. At $\mu=E_g=4$ eV the inequality $f<e^{-\beta(E-\mu)}$ gives $n<N_c=7.10\times10^{19}$ cm$^{-3}$, too few electrons to balance the donors. The bracket must be widened, here to 5 eV, and the root is 4.717 eV, about 0.72 eV above the conduction-band edge. This number belongs to the parabolic model. So far above the edge, the nonparabolicity of a real band and the gap narrowing at such doping change it appreciably; the example serves only to show that the bracket may have to leave the gap.

## Algorithm

1. Fix $T$, $\Delta$ and all other parameters. Start with $\mu_L=0$ and $\mu_R=E_g$.
2. While $Q(\mu_L)\le0$, lower $\mu_L$; while $Q(\mu_R)>0$, raise $\mu_R$. Double the step each time.
3. Evaluate $Q$ at $\mu_M=(\mu_L+\mu_R)/2$. If it is positive, set $\mu_L=\mu_M$; otherwise set $\mu_R=\mu_M$.
4. Repeat step 3 until $(\mu_R-\mu_L)/2\le\tau$, and return the midpoint.

In (1), subtract the largest value of $\ln w_i$ from all of them before exponentiating. This multiplies numerator and denominator by the same factor, leaves $P_i$ unchanged and prevents overflow at trial levels far from the root.

## Error analysis

**Bracketing error.** If the initial width is $W$, the width after $k$ halvings is $W/2^k$. The root lies in that interval, so the midpoint satisfies

$$
|\mu_k-\mu^*|\le\frac{W}{2^{k+1}},\qquad
k=\left\lceil\log_2\frac{W}{2\tau}\right\rceil \tag{4}
$$

with $k$ the number of halvings needed when $W>2\tau$.

**Residual.** By the mean value theorem, $Q(\mu_k)=Q'(\xi)(\mu_k-\mu^*)$ for some $\xi$ between the two levels. The residual charge is therefore the level error multiplied by a slope that may be very large. A residual in cm$^{-3}$ has no meaning as an accuracy until it is divided by that slope, which is why the algorithm stops on the width.

**Rounding.** Suppose $Q$ is evaluated with an absolute error of at most $\delta$. Its sign can be wrong only where $|Q|\le\delta$, that is, where

$$
|\mu-\mu^*|\le\frac{\delta}{\min|Q'|},
$$

the minimum being taken between $\mu$ and $\mu^*$. This ratio is unfavourable when large densities of fully ionized, quenched donors and acceptors nearly cancel. They contribute to $\delta$ through their size, but have no charge variance and add nothing to $|Q'|$.

**Effect on concentrations.** For equilibrium defects in the dilute regime $c_q\propto e^{-\beta q\mu}$, so a small level error $\delta\mu$ changes $c_q$ by the relative amount $|q|\,|\delta\mu|/kT$. For a quenched dopant the expression for $dP_i/d\mu$ replaces $q$ by $q-\langle q\rangle$: the dominant charge state hardly responds, and the minority state carries the sensitivity. These relations convert a required accuracy in concentration into a tolerance $\tau$.

## Worked example

The model oxide has round parameters and represents no particular material. Its gap is 4 eV, the band masses are $m_e=0.5$ and $m_h=2$ electron masses, and $T=1200$ K, so $kT=0.103408$ eV. There are $N_O=5\times10^{22}$ cm$^{-3}$ oxygen sites and $2.5\times10^{22}$ cm$^{-3}$ interstitial sites. At $\mu=\Delta=0$ the vacancy energies are 5.5, 2.5 and $-0.1$ eV for charges 0, +1 and +2. The interstitial energies are 2.5, 3.5 and 4.9 eV for charges 0, $-1$ and $-2$. Singly charged defects have degeneracy 2 and the others 1. Quenched acceptors, $N_A=10^{18}$ cm$^{-3}$, have a level at 0.3 eV and degeneracy 2 when neutral.

### The search at $\Delta=-2$ eV

The first trial, $\mu=2$ eV, gives $Q=-9.99\times10^{17}$ cm$^{-3}$, so the root lies below it. The second, $\mu=1$ eV, gives $+7.25\times10^{22}$ cm$^{-3}$. There the energy of a doubly charged vacancy is $-0.1-2+2=-0.1$ eV, and its weight is $e^{0.1/0.103408}=2.63$. A dilute formula would place 2.63 vacancies on each oxygen site; (1) gives $2.63/3.63=0.72$. The trial state is not a physical solution, but its sign is correct and the search can use it. After six halvings the bracket is 1.625 to 1.6875 eV.

For $\tau=10^{-10}$ eV, (4) gives $\log_2(4/2\times10^{10})=34.2$, hence 35 halvings and an error bound of $5.8\times10^{-11}$ eV. The result is

$$
\mu^*=1.645\ \text{eV}=0.0605\ \text{hartree}.
$$

The residual is $-2.2\times10^8$ cm$^{-3}$, which may look large. The slope is $-1.934\times10^{19}$ cm$^{-3}$ eV$^{-1}$, so the level error is about $2.23\times10^8/1.934\times10^{19}=1.2\times10^{-11}$ eV, inside the bound.

For a rounding estimate, take a relative error of 100 units of $1.1\times10^{-16}$, to allow for exponents of several tens, on a total charge magnitude of $2\times10^{18}$ cm$^{-3}$. Then $\delta\approx2\times10^4$ cm$^{-3}$ and the uncertain interval is about $10^{-15}$ eV. Rounding does not limit this search.

### A hand estimate

The main charges are doubly ionized vacancies and acceptors. Neutrality is then $2N_Oe^{-\beta(E_{2+}+\Delta+2\mu)}=N_A$. Taking logarithms,

$$
\mu\approx\frac12\left[kT\ln\frac{2N_O}{N_A}-E_{2+}-\Delta\right]
=\frac12\left[0.103408\times11.5129+0.1+2\right]=1.64526\ \text{eV}.
$$

The full root is higher by $8\times10^{-6}$ eV. Singly charged vacancies ($9.8\times10^{13}$ cm$^{-3}$) and holes ($7.0\times10^{13}$ cm$^{-3}$) supply a fraction $1.7\times10^{-4}$ of the positive charge. Fewer doubly charged vacancies are needed, which raises $\mu$ by about $\tfrac12kT\times1.7\times10^{-4}=9\times10^{-6}$ eV and accounts for the difference to within $10^{-6}$ eV.

The estimate also shows the physical uncertainty. An error of 0.1 eV in $E_{2+}$ moves $\mu^*$ by 0.05 eV, far more than the numerical error. A tolerance of $10^{-4}$ eV needs 15 halvings and changes the doubly charged vacancy density by at most $2\times10^{-4}/0.1034=0.2\%$.

### An independent equation for the root

Neglect site filling, use Boltzmann carriers and take all acceptors as ionized. Let $y=e^{\beta(\mu-E_g/2)}$, and let $v_1,v_2,i_1,i_2,n_0,p_0$ be the midgap densities of vacancies and interstitials with one or two charges, electrons and holes. Each density varies as $e^{-\beta q\mu}$, so neutrality reads

$$
\frac{2v_2}{y^2}+\frac{v_1+p_0}{y}-(i_1+n_0)y-2i_2y^2-N_A=0 .
$$

For $y>0$ the left side falls steadily from $+\infty$ to $-\infty$, so there is one positive root. Multiplication by $y^2$ gives a quartic that can be solved without bisection. Its level is higher than the full result by $2.8\times10^{-7}$ eV.

The neglected terms explain this. Vacancies fill $10^{-5}$ of the oxygen sites, and this filling lowers the full root by $\tfrac12kT\times10^{-5}=5.2\times10^{-7}$ eV. The neutral acceptor fraction, $2e^{-(1.6453-0.3)/0.103408}=4.5\times10^{-6}$, raises it by $2.3\times10^{-7}$ eV. The net shift is $-2.9\times10^{-7}$ eV, in agreement within the rounding of these figures.

## Changing the oxygen chemical potential

Between searches $\Delta$ may be changed freely. The derivation that led to (3), with $a_i$ in place of $q_i$ in the exponent, gives

$$
\frac{\partial Q}{\partial\Delta}=-\beta\sum_sN_s\mathrm{Cov}_s(q,a),\qquad
\frac{d\mu^*}{d\Delta}=-\frac{\partial Q/\partial\Delta}{\partial Q/\partial\mu}. \tag{5}
$$

The second relation follows from $dQ=0$ along the neutral solutions. For vacancies $\langle qa\rangle=\langle q\rangle$ and $\langle a\rangle=\theta$, so the covariance is $\langle q\rangle(1-\theta)\ge0$. For interstitials both averages change sign, and the covariance is $-\langle q\rangle(1-\theta)\ge0$, because their charges are not positive. Acceptors have $a=0$ and contribute nothing. Thus richer oxygen lowers the Fermi level in this model.

| $\Delta$ (eV) | $\mu^*$ (eV) | $V^{2+}$ (cm$^{-3}$) | $V^{+}$ (cm$^{-3}$) | $p$ (cm$^{-3}$) | $d\mu^*/d\Delta$ |
|---:|---:|---:|---:|---:|---:|
| 0 | 0.703 | $1.64\times10^{17}$ | $3.5\times10^9$ | $6.33\times10^{17}$ | $-0.247$ |
| $-2$ | 1.645 | $5.00\times10^{17}$ | $9.8\times10^{13}$ | $7.0\times10^{13}$ | $-0.500$ |
| $-4$ | 2.719 | $1.20\times10^{17}$ | $7.60\times10^{17}$ | $2.2\times10^9$ | $-0.806$ |

The row $\Delta=0$ is a limiting case of the model, not a reachable condition: at 1200 K, oxygen gas at a pressure of 1 bar already has $\Delta\approx-1.4$ eV.

At $\Delta=-2$ eV the slope is $-1/2$, as the hand estimate predicts. At $\Delta=0$ holes carry most of the positive charge. They do not respond directly to oxygen, but they resist a change of $\mu$, so the slope is smaller in magnitude.

At $\Delta=-4$ eV singly charged vacancies dominate. In the dilute limit (5) becomes $-\sum qc_q/\sum q^2c_q$ when vacancies are the only significant mobile charge:

$$
-\frac{7.60+2(1.20)}{7.60+4(1.20)}=-\frac{10.00}{12.40}=-0.806 .
$$

The hand estimate would give 0.645 and 2.645 eV in the two outer cases. Both values are too low, because it omits the holes in the first and the singly charged vacancies in the second.

## When the guarantee fails

Suppose that $E_i+a_i\Delta$ changes with the trial level at the rate $r_i$. The exponent in (1) then has the derivative $-\beta(q_i+r_i)$, and the earlier steps give

$$
\frac{d\langle q\rangle}{d\mu}=-\beta\left[\mathrm{Var}(q)+\mathrm{Cov}(q,r)\right].
$$

The covariance can be negative and can outweigh the variance. This may happen when $\Delta$ is updated during the search. Energies that depend on the trial densities cause a different failure. Take one defect state of charge $q$ whose energy is lowered by a mean-field attraction $J\theta$. Then $r=-J\,d\theta/d\mu$, and solving for the derivative gives $d\theta/d\mu=-\beta q\theta(1-\theta)/[1-\beta J\theta(1-\theta)]$. For $J>4kT$ the denominator changes sign, and some values of $\mu$ have three solutions for $\theta$. The charge rises with $\mu$ only on the unstable middle solution; on the two stable ones the attraction steepens the fall. What is lost is a single value of $Q$ at each $\mu$.

For example, start at $\mu=1.6$ eV and $\Delta=-2$ eV, where $Q=1.40\times10^{18}$ cm$^{-3}$. Raising $\mu$ to 1.7 eV at fixed $\Delta$ gives $-6.5\times10^{17}$ cm$^{-3}$, a fall, as (3) requires. If $\Delta$ is lowered to $-2.3$ eV at the same time, $Q$ rises to $5.31\times10^{18}$ cm$^{-3}$. The energy of a doubly charged vacancy has changed by $2(0.1)-0.3=-0.1$ eV, which multiplies its density by 2.63.

This shows that monotonicity can fail on such a path, not that it fails on every path. One important path keeps it. Let $\Delta$ be adjusted at each $\mu$ so that the oxygen deficit $\sum_sN_s\langle a\rangle_s$ stays fixed, and write $V_q=\sum_sN_s\mathrm{Var}_s(q)$, $V_a=\sum_sN_s\mathrm{Var}_s(a)$ and $C=\sum_sN_s\mathrm{Cov}_s(q,a)$. The constraint gives $d\Delta/d\mu=-C/V_a$, so the defect term $V_q$ in (3) becomes $V_q-C^2/V_a$. The Cauchy–Schwarz inequality makes this non-negative, and $Q$ still falls strictly. For an update rule without such a proof, the safe arrangement is nested: an outer loop chooses $\Delta$ or updates the energies, and each inner bisection runs to completion with them fixed. The inner root is then unique, but convergence of the outer loop is a separate question that (3) does not settle. The numerical output gives the remaining concentrations and the first six bisection values.

## Values computed for the example and the checks

```
T = 1200 K, kT = 0.103408 eV, gap = 4.0 eV
masses: electron 0.5, hole 2.0 electron masses
Nc = 7.0977e+19, Nv = 5.6782e+20 cm^-3
O sites 5.00e+22, interstitial sites 2.50e+22 cm^-3
acceptors 1.00e+18 cm^-3, level 0.3 eV
acceptor degeneracies (0,-1): [2 1]
vacancy q=+0: g=1, E(mu=delta=0)=5.5 eV
vacancy q=+1: g=2, E(mu=delta=0)=2.5 eV
vacancy q=+2: g=1, E(mu=delta=0)=-0.1 eV
interstitial q=+0: g=1, E(mu=delta=0)=2.5 eV
interstitial q=-1: g=2, E(mu=delta=0)=3.5 eV
interstitial q=-2: g=1, E(mu=delta=0)=4.9 eV
small system: kT=0.5 eV, mu=1.7 eV, <Q>=-0.506482 e
small-system slope: enumerated -2.734495 e/eV
small-system slope: variance law -2.734495 e/eV
main case delta = -2.0 eV, bracket = (0.0, 4.0) eV
halving 1: mu=2.000000 eV, Q=-9.9895e+17 e/cm^3
halving 2: mu=1.000000 eV, Q=7.2452e+22 e/cm^3
halving 3: mu=1.500000 eV, Q=1.5600e+19 e/cm^3
halving 4: mu=1.750000 eV, Q=-8.6803e+17 e/cm^3
halving 5: mu=1.625000 eV, Q=4.8002e+17 e/cm^3
halving 6: mu=1.687500 eV, Q=-5.5808e+17 e/cm^3
tolerance 1.0e-10 eV, halvings 35
error bound 5.821e-11 eV
Fermi level = 1.64527268 eV = 0.06046266 hartree
residual Q = -2.231e+08 e/cm^3
dQ/dmu = -1.93390e+19 e/(cm^3 eV)
quartic level = 1.64527296 eV
hand estimate = 1.64526429 eV
delta=0.0 eV: mu=0.702970 eV, dmu/ddelta=-0.24707
  n=1.0097e+06, p=6.3342e+17, A-=9.6098e+17 cm^-3
  V0=3.9809e-01, V+=3.5328e+09, V2+=1.6378e+17 cm^-3
  I0=7.9141e+11, I-=8.9529e+10, I2-=5.2910e+07 cm^-3
delta=-2.0 eV: mu=1.645273 eV, dmu/ddelta=-0.50001
  n=9.1558e+09, p=6.9882e+13, A-=1.0000e+18 cm^-3
  V0=9.9911e+07, V+=9.7779e+13, V2+=4.9991e+17 cm^-3
  I0=3.1533e+03, I-=3.2347e+06, I2-=1.7334e+07 cm^-3
delta=-4.0 eV: mu=2.718937 eV, dmu/ddelta=-0.80596
  n=2.9573e+14, p=2.1636e+09, A-=1.0000e+18 cm^-3
  V0=2.5075e+16, V+=7.5977e+17, V2+=1.2026e+17 cm^-3
  I0=1.2564e-05, I-=4.1628e+02, I2-=7.2053e+07 cm^-3
donor case: N=1.0e+21 cm^-3, bracket=(0.0, 5.0) eV
donor-case Fermi level = 4.716795 eV
start mu=1.6, delta=-2.0 eV: Q=1.4002e+18 e/cm^3
fixed delta, mu=1.7 eV: Q=-6.5297e+17 e/cm^3
moved delta=-2.3, mu=1.7 eV: Q=5.3130e+18 e/cm^3
```
